# Can normally incident light drive intersubband transitions in a quantum well?

## Question

I am working on electrons in the conduction subbands of a quantum well grown along $z$. Light at normal incidence has its electric field in the plane of the well. The argument I know says that it cannot move an electron from one subband to another:

- The state is a product $e^{i\mathbf k\cdot\mathbf r}\varphi_n(z)$, with $\mathbf k$ and $\mathbf r$ in the plane.
- The light couples through $\mathbf A\cdot\mathbf p/m$, and $\mathbf A$ lies in the plane.
- The in-plane momentum returns $\mathbf k$ times the same state, so what remains is $\langle\varphi_f|\varphi_i\rangle=0$.

Nothing here seems to depend on the material. Does the conclusion hold for every well, for example for germanium grown along [001] or silicon grown along [110]? If it does not, which step fails, and how large is the absorption?

## Answer

The conclusion does not hold for every well. The step that fails is the second one: $\mathbf p/m$ is the velocity only when the effective mass is a single number. In germanium and silicon the conduction valleys are ellipsoids, and the velocity need not be parallel to the momentum. If the long axis of a valley is oblique, neither along $z$ nor in the plane, an in-plane field with a component along the tilt direction also accelerates the electron along $z$, and that motion can change the subband.

### The coupling to light

I use atomic units in the algebra, with electron charge $-1$. One valley is described by a one-band effective-mass Hamiltonian,

$$H=\tfrac12\,\mathbf p\cdot W\cdot\mathbf p+V(z),$$

where $W$ is the symmetric inverse mass tensor, taken to be the same in well and barrier. The photon wavevector is neglected, so the vector potential $\mathbf A(t)$ is uniform. I scale it so that the electric field is $-d\mathbf A/dt$. The field enters by $\mathbf p\to\mathbf p+\mathbf A$:

$$H(t)=H+\mathbf A\cdot W\cdot\mathbf p+\tfrac12\mathbf A\cdot W\cdot\mathbf A .$$

The two cross terms were equal because $W$ is symmetric and constant. The last term is a number at each time; it gives all states a common phase and drives nothing. The coupling is therefore $\mathbf A\cdot\mathbf v$ with $\mathbf v=W\mathbf p$, and

$$v_x=W_{xx}p_x+W_{xy}p_y+W_{xz}p_z .$$

The first two terms behave as in your argument. The third contains $p_z$, which does connect different subbands. Collect the off-diagonal elements in the in-plane vector $\mathbf w=(W_{xz},W_{yz})$. For a field along the in-plane unit vector $\mathbf e$, the part of the velocity that can change the subband is $(\mathbf e\cdot\mathbf w)\,p_z$.

The equations of motion show the same thing. From $H$, $\dot z=W_{zz}p_z+\mathbf w\cdot\mathbf p_\parallel$. A field $F(t)$ along $\mathbf e$ gives $\dot{\mathbf p}_\parallel=-F\mathbf e$, while $\dot p_z=-V'(z)$. Hence

$$\ddot z=-W_{zz}V'(z)-(\mathbf e\cdot\mathbf w)F(t).$$

A field $F_z$ along the growth axis would instead contribute $-W_{zz}F_z$. As far as the acceleration along $z$ is concerned, the in-plane field acts like a growth-axis field of size $(\mathbf e\cdot\mathbf w/W_{zz})F$.

### When a valley has this coupling

Let the valley have longitudinal mass $m_l$ along its unit axis $\mathbf a$ and transverse mass $m_t$ across it. Its kinetic energy is

$$\frac{(\mathbf a\cdot\mathbf p)^2}{2m_l}+\frac{p^2-(\mathbf a\cdot\mathbf p)^2}{2m_t},$$

so that

$$W=\frac{1}{m_t}I+D\,\mathbf a\mathbf a^{T},\qquad D=\frac1{m_l}-\frac1{m_t}.$$

With tilt $\theta$ from the growth axis and azimuth $\phi$, $\mathbf a=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$. Reading off the elements gives

$$W_{zz}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t},\qquad
\mathbf w=D\sin\theta\cos\theta\,(\cos\phi,\sin\phi).$$

The coupling vanishes for a spherical valley ($D=0$), for a valley along the growth axis ($\theta=0$) and for a valley lying in the plane ($\theta=90^\circ$). In these cases your conclusion is right within this model. Anisotropy alone is not enough; the valley must also be tilted.

### The subbands at finite in-plane momentum

The off-diagonal mass also makes the $z$ factor of the state depend on $\mathbf k$, so the matrix element must be checked with the correct states. Put $\psi=e^{i\mathbf k\cdot\mathbf r}\chi(z)$. Then $\chi$ obeys the Hamiltonian

$$H_{\mathbf k}=\tfrac12\mathbf k\cdot W_\parallel\cdot\mathbf k+(\mathbf w\cdot\mathbf k)p_z+\tfrac12W_{zz}p_z^2+V(z),$$

where $W_\parallel$ is the in-plane $2\times2$ block. Define $q=\mathbf w\cdot\mathbf k/W_{zz}$ and complete the square:

$$\tfrac12W_{zz}p_z^2+W_{zz}q\,p_z=\tfrac12W_{zz}(p_z+q)^2-\frac{(\mathbf w\cdot\mathbf k)^2}{2W_{zz}} .$$

Now write $\chi=e^{-iqz}\varphi$. Since $p_z=-i\,d/dz$, $(p_z+q)e^{-iqz}\varphi=e^{-iqz}p_z\varphi$: the phase removes the shift. It commutes with $V(z)$ and leaves a zero at a hard wall a zero. So $\varphi_n$ solves the ordinary one-dimensional problem with inverse mass $W_{zz}$ and levels $E_n$, and

$$E_n(\mathbf k)=E_n+\tfrac12\mathbf k\cdot R\cdot\mathbf k,\qquad R=W_\parallel-\frac{\mathbf w\mathbf w^{T}}{W_{zz}} .$$

The matrix $R$ is the same for all subbands. A vertical transition therefore has energy $E_{fi}=E_f-E_i$ at every $\mathbf k$, and the in-plane motion does not broaden the line in this model.

For the matrix element, both subbands carry the same phase, which cancels:

$$\langle\chi_f|p_z|\chi_i\rangle=\langle\varphi_f|p_z-q|\varphi_i\rangle=\langle\varphi_f|p_z|\varphi_i\rangle\equiv p_{fi}\qquad(f\ne i),$$

because the constant $q$ multiplies a vanishing overlap. To express this through the dipole length $z_{fi}=\langle\varphi_f|z|\varphi_i\rangle$, let $H_z=\tfrac12W_{zz}p_z^2+V$ and use $[z,H_z]=iW_{zz}p_z$. Between eigenstates the commutator is $(E_i-E_f)z_{fi}$, so $p_{fi}=iE_{fi}z_{fi}/W_{zz}$. The velocity element for the in-plane field is

$$v_{e,fi}=(\mathbf e\cdot\mathbf w)\,p_{fi}=i\,\frac{\mathbf e\cdot\mathbf w}{W_{zz}}\,E_{fi}\,z_{fi}.$$

A field along $z$ has the element $W_{zz}p_{fi}$. At equal field strength the normal-incidence transition is weaker or stronger by the factor $(\mathbf e\cdot\mathbf w/W_{zz})^2$. The dependence on $\varphi_i$ and $\varphi_f$ is the same, so a symmetric well still requires a change of parity.

This was tested on an asymmetric well with a bias and an internal bump. Velocity elements at finite $\mathbf k$ agreed with dipole lengths from a separate calculation at $\mathbf k=0$, with a largest relative difference of $7\times10^{-7}$ among the three lowest levels.

### From the matrix element to absorption

Let $\mathbf A=A_0\mathbf e\cos\omega t$, so the field amplitude is $F_0=\omega A_0$. Half of the cosine drives absorption, and the golden rule gives the rate per electron

$$\Gamma_{fi}=2\pi\left(\frac{A_0}{2}\right)^2|v_{e,fi}|^2\delta(\omega-E_{fi}).$$

Let all $N_s$ electrons per area start in subband $i$, with subband $f$ empty. The absorbed power per area is

$$N_s\omega\Gamma_{fi}=\frac{\pi N_sF_0^2}{2\omega}|v_{e,fi}|^2\delta(\omega-E_{fi}).$$

In a uniform medium of refractive index $n$ the incident intensity is $ncF_0^2/(8\pi)$, since the vacuum permittivity is $1/(4\pi)$ in these units. Dividing, and defining

$$f_e=\frac{2|v_{e,fi}|^2}{E_{fi}},$$

gives the absorbed fraction

$$\alpha(\omega)=\frac{4\pi^2N_s|v_{e,fi}|^2}{nc\,\omega}\delta(\omega-E_{fi})=\frac{2\pi^2N_sf_e}{nc}\,\delta(\omega-E_{fi}).$$

The layer is assumed thin and weakly absorbing, so that the field in it is the incident field. If the line is a Lorentzian of half-width $\gamma$, the delta function becomes a peak of height $1/(\pi\gamma)$, and $\alpha_{\rm peak}=2\pi N_sf_e/(nc\gamma)$. With several equally filled valleys, $N_s$ is the total density and $f_e$ the valley average.

### Where the strength comes from

Take the lowest subband as the initial state. The relation between $p_{f1}$ and $z_{f1}$ can be applied to either factor of $|p_{f1}|^2=p_{1f}p_{f1}$, which gives two forms of the same quantity:

$$\frac{|p_{f1}|^2}{E_{f1}}=\frac{i}{W_{zz}}p_{1f}z_{f1}=-\frac{i}{W_{zz}}z_{1f}p_{f1}.$$

Add the two forms and sum over all final states, including any continuum. The term $f=1$ may be included because it cancels in the difference. Completeness then gives

$$\sum_{f\ne1}\frac{2|p_{f1}|^2}{E_{f1}}=\frac{i}{W_{zz}}\langle1|p_zz-zp_z|1\rangle=\frac1{W_{zz}},$$

since $p_zz-zp_z=-i$. Multiplying by $(\mathbf e\cdot\mathbf w)^2$,

$$\sum_{f\ne1}f_e=\frac{(\mathbf e\cdot\mathbf w)^2}{W_{zz}}=\mathbf e\cdot W_\parallel\cdot\mathbf e-\mathbf e\cdot R\cdot\mathbf e .$$

The right side is the inverse mass that the electron loses when it is confined. In the bulk it responds to a steady in-plane force by moving partly along $z$. The well blocks that drift, so the in-plane inverse mass falls, and the missing part appears as intersubband absorption.

In the asymmetric well, for one valley and one field direction, the bulk in-plane inverse mass is 6.307 in units of the inverse electron mass. The summed intersubband strength is 2.870 and the computed subband curvature is 3.437, which together restore the bulk value.

### Adding the valleys

**Germanium (001).** The four valley axes are $(\pm1,\pm1,1)/\sqrt3$, all with the same $W_{zz}$. Their couplings are $\mathbf w=(D/3)(\pm1,\pm1)$ with all four sign choices. Averaging over valleys,

$$\overline{\mathbf w}=0,\qquad \overline{(\mathbf e\cdot\mathbf w)^2}=\frac{D^2}{9}(e_x^2+e_y^2)=\frac{D^2}{9}.$$

The cross term $e_xe_y$ has cancelled, so the total absorption does not depend on the in-plane polarisation. Individual valleys do: for a field along [110], two valleys have $|\mathbf e\cdot\mathbf w|=\sqrt2|D|/3$ and the other two have zero.

The vanishing average of $\mathbf w$ does not cancel the absorption, which depends on its square. It does cancel the net oscillating charge along $z$, which is linear in $\mathbf w$: oppositely tilted valleys move in opposite directions. For equal filling, the Hartree field from this charge is therefore zero to first order in the light field.

**Silicon (110).** Take $x$ along $[1\bar10]$, $y$ along [001] and $z$ along [110]. The [100] and [010] valleys have $\mathbf a=(\pm1,0,1)/\sqrt2$. Hence $W_{zz}=\tfrac12(1/m_l+1/m_t)$, $\mathbf w=(\pm D/2,0)$, and

$$\frac{|\mathbf w|}{W_{zz}}=\frac{1/m_t-1/m_l}{1/m_t+1/m_l}=\frac{m_l-m_t}{m_l+m_t}.$$

These valleys absorb for a field along $[1\bar10]$ and not for a field along [001]. The remaining valley lies in the plane and is dark. Its growth-axis inverse mass is $1/m_t$, which exceeds that of the tilted valleys because $m_l>m_t$ in silicon. Without strain, confinement in the same hard-wall well thus places the tilted, absorbing valleys lowest.

### Numbers for a germanium (001) well

I take rough, rounded germanium values $m_l=1.6$ and $m_t=0.08$ electron masses and $n=4$. The well has hard walls, a width $L=100$ Å, a total density $N_s=10^{-4}$ Å$^{-2}$ and a chosen half-width $\gamma=0.005$ eV. The temperature is zero and the four valleys are equally filled.

First, $D=0.625-12.5=-11.875$. The [111] valley has $W_{xz}=W_{yz}=D/3=-3.958$ and $W_{zz}=12.5-3.958=8.542$, all in inverse electron masses. Its tilt is $54.7^\circ$.

The hard-wall levels are $E_j=W_{zz}\pi^2j^2/(2L^2)$, which gives $E_1=0.0321$ eV and $E_2=4E_1=0.1285$ eV. The transition energy is $E_{21}=0.0964$ eV.

To check the filling, note that one valley with two spins holds $m_dE_F/\pi$ electrons per area, where $m_d=1/\sqrt{\det R}$. Four valleys give $E_F=\pi N_s/(4m_d)$. With $m_d=0.296$ electron masses, $E_F=0.0020$ eV above $E_1$, far below the second subband. All electrons start in the first.

For the hard-wall states $|p_{21}|=8/(3L)=0.0267$ Å$^{-1}$ and $|z_{21}|=16L/(9\pi^2)=18.0$ Å. A field along $z$ would have

$$f_z=\frac{2W_{zz}^2|p_{21}|^2}{E_{21}}=2W_{zz}^2\,\frac{64}{9L^2}\,\frac{2L^2}{3\pi^2W_{zz}}=\frac{256}{27\pi^2}W_{zz}=8.21 .$$

The in-plane strength is smaller by the valley average

$$\frac{D^2/9}{W_{zz}^2}=\left(\frac{3.958}{8.542}\right)^2=0.215,$$

so $f_e=0.2148\times8.206=1.76$. At equal field strength, normal incidence has about one fifth of the strength of growth-axis polarisation.

The integrated absorption $2\pi^2N_sf_e/(nc)$ is $4.84\times10^{-5}$ eV. Dividing by $\pi\gamma$ gives the peak:

$$\alpha_{\rm peak}=\frac{4.84\times10^{-5}}{\pi\times0.005}=0.0031,$$

or about 0.3 % per well. The small value does not mean that the transition is nearly forbidden: with $f_z$ in place of $f_e$, the same density and linewidth would give a peak of only 1.4 %.

A test that does not use the golden rule follows the time-dependent Schrödinger equation through a weak in-plane pulse. It divides the energy deposited by the incident energy per unit frequency. The result is $4.84\times10^{-5}$ eV both for a field along [100] and for one turned by $30^\circ$, within about 0.01 % of the formula. The full values are in the numerical output.

### The same material with another growth axis

In a germanium (111) well one valley points along the growth axis. It has $\mathbf w=0$ and a growth-axis mass of 1.6, so its first level in a 100 Å well is at 0.0024 eV. The other three valleys are tilted and could absorb, but their first level is at 0.0420 eV. At low temperature, and at a density low enough to leave them empty, the electrons sit in the dark valley. The same pulse calculation for the aligned valley gives zero to rounding. For the same germanium masses, the orientation and the filling of the valleys thus decide whether the well absorbs.

### Limits of the result

The worked example leaves out strain, finite barriers, nonparabolic bands, valley mixing, spin-orbit coupling and many-body shifts. The percentage above is thus a model estimate for rough masses and a chosen linewidth. The transition energy is less reliable still, because hard walls overstate it: with the same masses, barriers between about 0.1 and 0.5 eV would lower it substantially (to about 0.064 eV for a 0.3 eV barrier), while changing $f_e$ by only a few per cent. For much shallower barriers $f_e$ of this line drops as the second level approaches the barrier top. Below about 0.032 eV that level is no longer bound, and the strength lies in the continuum.

The rule for aligned valleys has conditions too. Suppose $\mathbf w=0$ but the in-plane inverse mass differs between well and barrier, with $W_\parallel=W_t(z)I$. Then $H_{\mathbf k}$ contains $\tfrac12W_t(z)k^2$, and its derivative with respect to $k_x$ is $v_x=W_t(z)k_x$. The element

$$\langle\chi_f|W_t(z)|\chi_i\rangle\,k_x$$

need not vanish for $k_x\ne0$, because $W_t(z)$ can no longer be taken outside the overlap. In a symmetric well it connects states of equal parity, so it does not open the transition from the first to the second subband. The safe form of the rule is therefore this: for one parabolic band with a constant mass tensor and a potential that varies only along $z$, normal-incidence intersubband absorption is forbidden when $\mathbf e\cdot\mathbf w=0$ in every occupied valley.

## Table of computed values

```
longitudinal mass (electron masses): 1.60
transverse mass (electron masses): 0.08
refractive index: 4.0
well width (angstrom): 100.0
sheet density (angstrom^-2): 1.0e-04
Lorentzian half-width (eV): 0.0050
Ge (001) valley tilt (degrees): 54.74
W_xx, [111] valley (1/electron mass): 8.5417
W_xz, [111] valley (1/electron mass): -3.9583
W_yz, [111] valley (1/electron mass): -3.9583
W_zz (1/electron mass): 8.5417
mass for z confinement, 1/W_zz (electron masses): 0.1171
|w|/W_zz (no unit): 0.6554
first level E1 (eV): 0.03212
second level E2 (eV): 0.12848
transition energy E21 (eV): 0.09636
density-of-states mass per valley (electron masses): 0.2957
Fermi energy above E1 (eV): 0.00202
dipole length z21 (angstrom): 18.013
momentum element |p21| (1/angstrom): 0.02667
f for z field (1/electron mass): 8.2058
f for in-plane field, valley mean (1/electron mass): 1.7622
strength ratio in-plane/z (no unit): 0.2148
integrated absorption, formula (eV): 4.83556e-05
same, pulse along [100] (eV): 4.83614e-05
same, pulse 30 deg from [100] (eV): 4.83610e-05
peak absorbed fraction, normal incidence: 0.00308
peak absorbed percentage, normal incidence (%): 0.308
asymmetric well, worst relative velocity error: 6.9e-07
asymmetric well, bare in-plane inverse mass (1/m_e): 6.3066
asymmetric well, intersubband sum (1/m_e): 2.8701
asymmetric well, sum-rule formula (1/m_e): 2.8701
asymmetric well, subband curvature (1/m_e): 3.4365
Ge (111), aligned valley E1 (eV): 0.00235
Ge (111), tilted valley E1 (eV): 0.04204
Ge (111), aligned valley pulse absorption (eV): 3.8e-29
```
